# Why Short Pulses Give Quantitative Central-Transition Spectra of Quadrupolar Nuclei

## What symmetry fixes

A resonant pulse of duration $t$ acts on a half-integer spin $I\ge 3/2$ in high field. Two angular frequencies matter: the nutation frequency $\omega_1$, set by the radiofrequency field, and the quadrupolar splitting $\omega_Q$. The normalized signal $F$ of the central transition (CT), $m=\tfrac12\leftrightarrow-\tfrac12$, is dimensionless, so it can depend only on $\omega_1t$ and $\omega_Qt$.

A rotation by $\pi$ about the static field reverses the radiofrequency field, leaves the quadrupolar term and the initial polarization unchanged, and reverses the sign of every single-quantum coherence. Hence $F$ is odd in $\omega_1$:

$$F=\omega_1t\,f_1(\omega_Qt)+(\omega_1t)^3f_3(\omega_Qt)+\dots$$

The quadrupolar splitting could enter $f_1$ only through a phase accumulated by the CT coherence. To first order in the quadrupole coupling the levels $m$ and $-m$ shift equally, so there is no such phase and $f_1$ is a constant. This constant will turn out to be $A=I+\tfrac12$.

Sites with different splittings therefore respond equally to a short pulse. The splitting enters through $f_3$, and the size of $f_3$ decides how short the pulse must be.

## Model and conventions

In the frame rotating at the CT frequency,

$$H=\hbar\left\{\omega_1I_x+\frac{\omega_Q}{2}\left[I_z^2-\frac{I(I+1)}{3}\right]\right\},$$

with dimensionless spin operators and $\omega_1>0$. Relaxation, resonance offset and second-order quadrupolar shifts are neglected during the pulse. The value of $\omega_Q$ belongs to one crystallite orientation. Without the pulse, the transition $m\leftrightarrow m-1$ lies at

$$\frac{\omega_Q}{2}\left[m^2-(m-1)^2\right]=\omega_Q\left(m-\tfrac12\right),$$

so $\omega_Q$ is the spacing of adjacent lines and the CT lies at zero.

Before the pulse the spins are in high-temperature equilibrium. The unit operator and a common prefactor do not affect the comparison, which leaves $\rho(0)=I_z$. The signal is defined as

$$F(t)=2\,\mathrm{Im}\,\rho_{1/2,-1/2}(t).$$

Nothing is lost by taking the imaginary part. A $\pi$ rotation about $x$ exchanges $m$ and $-m$, preserves $H$ and reverses $I_z$, so $\rho_{-m,-m'}=-\rho_{m,m'}$. With Hermiticity, $\rho_{1/2,-1/2}=-\rho_{1/2,-1/2}^*$, which is purely imaginary. The receiver multiplies $F$ by a factor that is the same for all sites of the same isotope.

The nonzero elements of $I_x$ are

$$(I_x)_{m,m-1}=\frac{a_m}{2},\qquad a_m^2=I(I+1)-m(m-1).$$

For the CT, $a_{1/2}^2=I(I+1)+\tfrac14=A^2$. For the inner satellites, $a_{3/2}^2=a_{-1/2}^2=I(I+1)-\tfrac34=A^2-1\equiv b^2$.

## The two limiting nutations

For $\omega_Q=0$ the pulse rotates the whole spin. Since $-i[I_x,I_z]=-I_y$ and $-i[I_x,-I_y]=-I_z$,

$$\rho(t)=I_z\cos\omega_1t-I_y\sin\omega_1t .$$

The CT element of $I_y$ is $-iA/2$, so

$$F=A\sin\omega_1t\qquad(\omega_Q=0).$$

For $|\omega_Q|\gg A\omega_1$ the satellites are far off resonance and the CT behaves as a two-level system. Its Hamiltonian is $\hbar A\omega_1\sigma_x/2$ and its initial density operator is $\sigma_z/2$. The same rotation gives $\rho=\tfrac12(\sigma_z\cos A\omega_1t-\sigma_y\sin A\omega_1t)$, and with $(\sigma_y)_{12}=-i$,

$$F\to\sin(A\omega_1t)\qquad(|\omega_Q|\gg A\omega_1).$$

At finite splitting the frequency lies slightly below $A\omega_1$, as derived below, so this form holds only over a limited number of periods.

The first signal has amplitude $A$ and frequency $\omega_1$; the second has amplitude 1 and frequency $A\omega_1$. Both products equal $A\omega_1$, the common initial slope.

The CT matrix element is the same in both cases. What slows the nutation at $\omega_Q=0$ is the coupling to the satellites: if their elements are deleted from $I_x$, the CT nutates at $A\omega_1$ even with no splitting. The numerical check confirms this.

## Between the limits

At intermediate splitting there is no single nutation frequency. The $\pi$ rotation about $x$ separates the states

$$|u_m\rangle=\frac{|m\rangle+|-m\rangle}{\sqrt2},\qquad |v_m\rangle=\frac{|m\rangle-|-m\rangle}{\sqrt2},\qquad m>0,$$

into two blocks. They have the same quadrupolar energies and the same couplings between neighbouring $m$. They differ in one element: $\omega_1I_x$ contributes $+A\omega_1/2$ for $u_{1/2}$ and $-A\omega_1/2$ for $v_{1/2}$.

Let $\lambda_j,\mu_k$ be the eigenfrequencies of the $u$ and $v$ blocks, with real eigenvectors $|j\rangle,|k\rangle$. Because $I_z|u_m\rangle=m|v_m\rangle$, the density operator connects only different blocks. Expanding $|\pm\tfrac12\rangle$ in $u_{1/2}$ and $v_{1/2}$ gives

$$\rho_{1/2,-1/2}=\tfrac12(\rho_{vu}-\rho_{uv})=-i\,\mathrm{Im}\,\rho_{uv},$$

where $u,v$ denote the $m=\tfrac12$ states. Since $\rho_{uv}$ evolves with phases $e^{-i(\lambda_j-\mu_k)t}$,

$$F=\sum_{jk}w_{jk}\sin[(\lambda_j-\mu_k)t],\qquad w_{jk}=2\langle u_{1/2}|j\rangle\langle j|I_z|k\rangle\langle k|v_{1/2}\rangle .$$

The initial slope also follows directly from the equation of motion. The quadrupolar term commutes with $I_z$, so $\dot\rho(0)=-i\omega_1[I_x,I_z]=-\omega_1I_y$ and

$$\dot F(0)=\sum_{jk}w_{jk}(\lambda_j-\mu_k)=A\omega_1 .$$

The splitting redistributes frequencies and weights but cannot change this sum.

One branch does run from $\omega_1$ to $A\omega_1$. Take $\omega_Q\ge0$ and the lowest level of each block. At $\omega_Q=0$ the levels are the eigenvalues of $\omega_1I_x$, which alternate between the blocks, because the $\pi$ rotation $e^{-i\pi I_x}$ that distinguishes the blocks changes sign from one eigenvalue of $I_x$ to the next. The $u$ block exceeds the $v$ block by a non-negative matrix, so the lowest level, $-I\omega_1$, belongs to $v$ and the next, $(-I+1)\omega_1$, to $u$. Their difference is $\omega_1$. At large $\omega_Q$ the lowest levels are $\pm A\omega_1/2$, with difference $A\omega_1$. Each block is tridiagonal with nonzero couplings, so its levels do not cross and the branch is continuous.

For $I=3/2$, measuring energy from the $m=\tfrac12$ level, the blocks are

$$\begin{pmatrix}\pm\omega_1&\sqrt3\,\omega_1/2\\ \sqrt3\,\omega_1/2&\omega_Q\end{pmatrix}.$$

Their lower eigenvalues are $\tfrac12\left[\omega_Q\pm\omega_1-\sqrt{(\omega_Q\mp\omega_1)^2+3\omega_1^2}\right]$. Subtraction gives

$$\omega_{\rm br}=\omega_1+\tfrac12\left[\sqrt{\omega_Q^2+2\omega_Q\omega_1+4\omega_1^2}-\sqrt{\omega_Q^2-2\omega_Q\omega_1+4\omega_1^2}\right],$$

which is $\omega_1$ at zero splitting and tends to $2\omega_1$.

For any $I$ at large $\omega_Q$, the coupling $b\omega_1/2$ to the $m=\tfrac32$ state pushes the two lowest levels down by $b^2\omega_1^2/[4(\omega_Q\mp A\omega_1/2)]$. The difference of these shifts is $Ab^2\omega_1^3/(4\omega_Q^2)$ to leading order, so

$$\omega_{\rm br}\simeq A\omega_1\left[1-\frac{(A^2-1)\omega_1^2}{4\omega_Q^2}\right].$$

For $I=5/2$, where $A=3$, the computed branch is:

| $\omega_Q/\omega_1$ | $\omega_{\rm br}/\omega_1$ | weight | $\dot F(0)/\omega_1$ |
|---:|---:|---:|---:|
| 0 | 1.000 | 0.625 | 3.000 |
| 1 | 1.768 | 0.847 | 3.000 |
| 2 | 2.238 | 0.970 | 3.000 |
| 5 | 2.787 | 1.041 | 3.000 |
| 20 | 2.985 | 1.005 | 3.000 |

The weight can exceed 1 because the $w_{jk}$ are signed amplitudes, not probabilities. At zero splitting the branch carries 0.625 of a slope of 3; the rest comes from other pairs of levels, whose frequencies then have the same magnitude $\omega_1$. A negative $\omega_Q$ gives the same signal: complex conjugation of $\rho$ reverses both frequencies and the sign of $F$, and $F$ is odd in $\omega_1$.

## Why the linear regime survives any splitting

A slope at $t=0$ does not by itself say how long the signal stays linear. One might fear that a large $\omega_Q$ shortens the linear range without limit. The interaction picture of the quadrupolar term shows that it does not. There

$$\dot{\tilde\rho}=-i\omega_1[X(t),\tilde\rho],\qquad X_{m,m-1}(t)=\frac{a_m}{2}e^{i\omega_Q(m-1/2)t}.$$

The CT elements of $\rho$ and $\tilde\rho$ coincide because the levels $\pm\tfrac12$ have equal quadrupolar energy. To first order in $\omega_1$, the commutator with $I_z$ gives

$$\dot{\tilde\rho}^{(1)}_{m,m-1}=-i\omega_1X_{m,m-1}[(m-1)-m]=i\omega_1X_{m,m-1}.$$

For the CT, $X=A/2$ is constant, so $F^{(1)}=A\omega_1t$ for every $\omega_Q$. The second-order term has even coherence order, since each $X$ changes that order by $\pm1$; it cannot contribute to the CT.

The remainder therefore starts at third order. The largest absolute eigenvalue of both $X$ and $I_z$ is $I$, so each commutator multiplies the operator norm by at most $2I$. Three nested time integrals give $t^3/6$, and the definition of $F$ adds a factor 2:

$$|F-A\omega_1t|\le\frac{2I(2I\omega_1t)^3}{6}.$$

This bound does not contain $\omega_Q$. It also holds when $\omega_Q$ varies during the pulse, as under sample spinning, because the CT phase remains zero. It is a guarantee, not an estimate of the error.

## How large the deviation is

The third-order term gives the estimate. Define

$$g(t)=\int_0^te^{i\omega_Qs}ds=\frac{e^{i\omega_Qt}-1}{i\omega_Q},\qquad |g|^2=\frac{2(1-\cos\omega_Qt)}{\omega_Q^2}.$$

The first-order coherences needed are

$$\tilde\rho_{1/2,-1/2}=\frac{i\omega_1At}{2},\qquad \tilde\rho_{3/2,1/2}=\frac{i\omega_1bg}{2}.$$

**Populations.** The line $m\leftrightarrow m-1$ changes $p_m$ at the rate $2\omega_1\mathrm{Im}(X_{m,m-1}\tilde\rho_{m-1,m})$. For the inner satellite this is $-\tfrac12\omega_1^2b^2\,\mathrm{Re}(e^{i\omega_Qt}g^*)=-\tfrac14\omega_1^2b^2\,d|g|^2/dt$. The satellite thus transfers $\omega_1^2b^2|g|^2/4$ from $m=\tfrac32$ to $\tfrac12$. Likewise, the CT transfers $\omega_1^2A^2t^2/4$ from $\tfrac12$ to $-\tfrac12$. Since $p_{-1/2}=-p_{1/2}$, the difference $\Delta p=p_{1/2}-p_{-1/2}$ changes by twice the net gain of $p_{1/2}$:

$$\Delta p=1-\frac{A^2\omega_1^2t^2}{2}+\frac{b^2\omega_1^2(1-\cos\omega_Qt)}{\omega_Q^2}.$$

The satellites replenish part of the polarization that the CT loses: since $|g|\le t$, the gain is at most $b^2\omega_1^2t^2/2$, and it becomes negligible against the loss when $|\omega_Q|t\gg1$.

**Double-quantum coherence.** For $D=\tilde\rho_{3/2,-1/2}$,

$$\dot D=-i\omega_1\left(X_{3/2,1/2}\tilde\rho_{1/2,-1/2}-\tilde\rho_{3/2,1/2}X_{1/2,-1/2}\right)=\frac{\omega_1^2Ab}{4}\left(te^{i\omega_Qt}-g\right).$$

With $\int_0^t se^{i\omega_Qs}ds=(te^{i\omega_Qt}-g)/(i\omega_Q)$ and $\int_0^t g\,ds=(g-t)/(i\omega_Q)$,

$$D=\frac{\omega_1^2Ab}{4i\omega_Q}\left[t(e^{i\omega_Qt}+1)-2g\right].$$

Multiplying by $e^{-i\omega_Qt}$ and taking the real part,

$$\mathrm{Re}(e^{-i\omega_Qt}D)=\frac{\omega_1^2Ab}{4\omega_Q^2}\left[2(1-\cos\omega_Qt)-\omega_Qt\sin\omega_Qt\right].$$

**Back to the CT.** The mirror symmetry gives $\tilde\rho_{1/2,-3/2}=-D^*$. The two double-quantum terms then add as complex conjugates, and the CT equation becomes

$$\dot F=A\omega_1\Delta p-2b\omega_1\mathrm{Re}(e^{-i\omega_Qt}D).$$

On insertion the terms in $1-\cos\omega_Qt$ cancel:

$$\dot F=A\omega_1\left[1-\frac{A^2\omega_1^2t^2}{2}+\frac{b^2\omega_1^2t\sin\omega_Qt}{2\omega_Q}\right].$$

Using $\int_0^t s\sin\omega_Qs\,ds=(\sin\omega_Qt-\omega_Qt\cos\omega_Qt)/\omega_Q^2$,

$$F=A\omega_1t-\frac{A(\omega_1t)^3}{6}\left[A^2-(A^2-1)\kappa(\omega_Qt)\right]+R,$$

$$\kappa(x)=\frac{3(\sin x-x\cos x)}{x^3}.$$

The fourth order vanishes by coherence order, and the norm argument gives $|R|\le2I(2I\omega_1t)^5/120$.

For $|\omega_Q|t\ll1$ the pulse is too short to distinguish satellites from CT: $\kappa\to1$ and the bracket is 1. For $|\omega_Q|t\gg1$, $\kappa\to0$ and the bracket is $A^2$. These are the cubic terms of the two limiting sine functions.

The order of limits matters. At fixed $\omega_Q$, $\kappa=1-(\omega_Qt)^2/10+\dots$, so even the $t^3$ coefficient of $F$ is independent of $\omega_Q$. The selective limit has a different $t^3$ coefficient because it takes $\omega_Q\to\infty$ before $t\to0$.

## Choosing the pulse

For the two limiting sites, the ratio of CT signals per nucleus is

$$\frac{\sin(A\omega_1t)}{A\sin\omega_1t}\simeq1-\frac{(A^2-1)(\omega_1t)^2}{6}.$$

A tolerated relative difference $\varepsilon\ll1$ between them sets the pulse angle

$$\omega_1t=\sqrt{\frac{6\varepsilon}{A^2-1}}.$$

The selective limit is not quite the worst case. The minimum of $\kappa$ is $-0.086$, near $\omega_Qt=5.76$, so at third order the difference from an unsplit site can be about 1.09 times the value used here.

Consider a model with $I=5/2$, $\omega_1/2\pi=50$ kHz and two equally populated sites, with $\omega_Q/2\pi=5$ kHz (site 1) and 1000 kHz (site 2). For $\varepsilon=0.01$ the angle is $\sqrt{0.06/8}=0.0866$ rad, or $4.96^\circ$, and

$$t=\frac{0.0866}{2\pi\times50\,000\ \mathrm{s^{-1}}}=0.276\ \mathrm{\mu s}.$$

At site 2, $\omega_Qt=1.73$ and $\kappa=0.730$. The linear signal is $3\times0.0866=0.2598$, and the cubic correction is

$$\frac{3(0.0866)^3}{6}\left[9-8(0.730)\right]=0.0010.$$

The result, 0.2588, agrees with the full calculation. The following table gives the CT signals $F_1,F_2$ for single orientations. $P_2$ is the signal of a static powder of site 2 with $\omega_Q(\beta)=\omega_Q(3\cos^2\beta-1)/2$, where $\beta$ is the angle between the symmetry axis and the static field.

| $t$ (µs) | $\omega_1t$ | $F_1$ | $F_2/F_1$ | $P_2/F_1$ |
|---:|---:|---:|---:|---:|
| 0.276 | 4.96° | 0.259 | 0.997 | 0.999 |
| 0.556 | 10° | 0.521 | 0.968 | 0.992 |
| 1.667 | 30° | 1.500 | 0.673 | 0.763 |
| 5.000 | 90° | 2.982 | −0.341 | −0.212 |

The powder column omits the second-order shift; including it changes $P_2/F_1$ by up to 0.002 at a Larmor frequency of 52 MHz and by about 0.0005 at 104 MHz. Equal populations should give a ratio of 1. The ordinary 90° pulse, calibrated on an unsplit resonance, nearly maximizes site 1 but inverts site 2, which has turned through almost $270^\circ$. The selective 90° pulse, third row, underestimates site 2 by about a third for this orientation.

The powder ratio is closer to 1 for the two shortest pulses because every orientation has $|\omega_Q(\beta)|\le\omega_Q$, and $\kappa$ is larger at smaller argument in this range. A powder ratio near 1 does not imply that each orientation is excited equally, so the powder lineshape can be distorted more than its integral.

In practice:

- Calibrate $\omega_1$ on a resonance of the same isotope with negligible quadrupolar splitting. If its 90° time is $t_{90}$, the choice $A\omega_1t=\pi/6$ means $t=t_{90}/(3A)$. For $I=5/2$ the two limiting sites then differ by 4.0%, relative to the unsplit site.
- For a tighter tolerance, use the formula for $\varepsilon$. Halving the pulse reduces the leading limiting difference fourfold but roughly halves the signal.
- Repeat the measurement with half the pulse length. With full relaxation between scans and negligible offsets, a change in the intensity ratio beyond noise shows that the longer pulse was not in the linear regime.
- If a longer pulse is unavoidable and the splittings are known, divide each intensity by its computed $F$, averaged over orientations. This fails near a zero of $F$.

## What a short pulse does not cure

The first-order signal is proportional to the initial CT population difference. By the expression for $\Delta p$, each pulse removes, to second order, a fraction of at most $A^2(\omega_1t)^2/2$ of this difference. If sites recover at different rates and the repetition delay does not restore that loss, their intensities are distorted; a shorter pulse reduces this self-inflicted saturation. Polarization that is missing for another reason, because equilibrium was not reached before the pulse or was destroyed by another part of the sequence, is not corrected by any choice of pulse length.

A CT offset $\delta$ from resonance, including a second-order shift, gives the coherence a phase. The first-order magnitude becomes $A\omega_1|\int_0^te^{i\delta s}ds|=A\omega_1t\,|\sin(\delta t/2)/(\delta t/2)|$, a relative loss of about $(\delta t)^2/24$ when $|\delta|t\ll1$. A shorter pulse reduces this loss, but signal lost after the pulse must be treated separately.

Finally, $F$ counts the CT alone. At a site with no splitting, all transitions fall in one line. For a small angle the full signal is proportional to $\mathrm{Tr}\,I_x^2=I(I+1)(2I+1)/3$, of which the two CT elements supply $2(A/2)^2=A^2/2$. The CT share is

$$\frac{3A^2}{2I(I+1)(2I+1)},$$

or 0.257 for $I=5/2$. An unsplit line is then about 3.9 times as strong per nucleus as a separately integrated CT. The comparison must use the CT alone at every site, or an unsplit line must be corrected by this share. Integrating the satellites at every site does not restore equality unless the pulse also excites them uniformly: their first-order amplitude is reduced by $|\sin(y/2)/(y/2)|$ with $y=\omega_Q(m-\tfrac12)t$. For site 2 and the 0.276 µs pulse these factors are 0.88 and 0.57, and the summed magnitude of all lines is only 0.82 of that of site 1.

## Calculated quantities

```
spin I = 2.5, A = I+1/2 = 3
nutation frequency w1/2pi = 50.0 kHz
site 1 splitting wQ/2pi = 5.0 kHz
site 2 splitting wQ/2pi = 1000.0 kHz
site 1 branch frequency = 54.871 kHz
site 2 branch frequency = 149.255 kHz
selective-limit frequency A w1/2pi = 150.0 kHz
Branch table, I = 5/2 (all columns dimensionless)
wQ/w1   branch/w1   weight   initial slope/w1
  0.0     1.0000    0.6250    3.00000
  0.5     1.4361    0.7548    3.00000
  1.0     1.7682    0.8468    3.00000
  2.0     2.2384    0.9699    3.00000
  5.0     2.7874    1.0410    3.00000
 10.0     2.9417    1.0171    3.00000
 20.0     2.9851    1.0048    3.00000
 50.0     2.9976    1.0008    3.00000
Pulses: F1, F2 = CT signals; P2 = powder of site 2 (dimensionless)
1% rule: t = 0.2757 us, w1 t = 4.962 deg
  F1 = 0.25948, F2 = 0.25878, P2 = 0.25933
  F2/F1 = 0.99731, P2/F1 = 0.99943, limits' ratio = 0.99002
A w1 t = pi/6: t = 0.5556 us, w1 t = 10.000 deg
  F1 = 0.52094, F2 = 0.50438, P2 = 0.51667
  F2/F1 = 0.96820, P2/F1 = 0.99179, limits' ratio = 0.95980
selective 90 deg: t = 1.6667 us, w1 t = 30.000 deg
  F1 = 1.49985, F2 = 1.00981, P2 = 1.14392
  F2/F1 = 0.67327, P2/F1 = 0.76268, limits' ratio = 0.66667
ordinary 90 deg: t = 5.0000 us, w1 t = 90.000 deg
  F1 = 2.98156, F2 = -1.01787, P2 = -0.63230
  F2/F1 = -0.34139, P2/F1 = -0.21207, limits' ratio = -0.33333
1% pulse, site 2: wQ t = 1.7321 rad, kappa = 0.7304
1% pulse, site 2: linear F = 0.25981, third-order F = 0.25878
minimum of kappa = -0.0862 at wQ t = 5.763 rad
CT share of full small-angle signal = 0.25714
```
